\section*{Why Sauerbrey thickness fails for soft films}

\section{What the monitor assumes}

\textbf{Q.} I deposit a soft film on a quartz-type thickness monitor in vacuum. An independent measurement gives a thickness of $1\,\mu$m, but the monitor reads about $1.15\,\mu$m, although I entered the correct density. What does the monitor assume when it turns frequency into thickness?

\textbf{A.} If it uses the Sauerbrey relation, derived below, it assumes that the whole film moves with the crystal surface. I leave aside monitors that also use the film's acoustic impedance. To see where this enters, leave the film's motion open at first.

Let the plate occupy $-h_q<z<0$ and the film $0<z<h$. Both move sideways, with displacement $u(z)e^{i\omega t}$. I take linear response, a uniform film on one face, no slip, and free outer faces. Piezoelectric coupling and loss in the crystal are omitted. The plate has density $\rho_q$, shear speed $c$, areal mass $m_q=\rho_q h_q$ and impedance $Z_q=\rho_q c$. Its fundamental frequency is $f_0=c/(2h_q)$, so
\begin{equation}
Z_q=\rho_q\,(2f_0h_q)=2f_0m_q .
\end{equation}

In the plate $u''=-(\omega/c)^2u$. The free face requires $u'(-h_q)=0$, hence
\begin{equation}
u(z)=u_0\,\frac{\cos[\omega(z+h_q)/c]}{\cos(\omega h_q/c)},\qquad u_0=u(0).
\end{equation}
The shear stress is $\rho_qc^2u'$. With $\omega h_q/c=\pi f/f_0$, its value at the interface is
\begin{equation}
\sigma(0)=-\omega Z_q\tan\!\left(\frac{\pi f}{f_0}\right)u_0 .
\label{plate}
\end{equation}

The film obeys $\sigma'=-\omega^2\rho u$, where $\rho$ is its density. Integrate from $0$ to $h$ and use $\sigma(h)=0$:
\begin{equation}
-\sigma(0)=-\omega^2\rho\int_0^h u\,dz
\quad\Rightarrow\quad
\sigma(0)=\omega^2\rho h\,\bar u ,
\label{newton}
\end{equation}
where $\bar u$ is the mean displacement of the film. This is Newton's law for the film as a whole, and it holds whatever the film's stiffness.

Equating (\ref{plate}) and (\ref{newton}) gives
\begin{equation}
\tan\!\left(\frac{\pi f}{f_0}\right)=-\frac{\omega\rho h}{Z_q}\,\frac{\bar u}{u_0}.
\label{match}
\end{equation}
Without a film the tangent vanishes and $f=nf_0$. The electrodes drive the odd $n$, for which the two faces move oppositely. With a film, write $f=nf_0+\delta$. For $|\delta|\ll f_0$ the left side is $\pi\delta/f_0$, and on the right $\omega\simeq2\pi nf_0$. Using $Z_q=2f_0m_q$,
\begin{equation}
\frac{\pi\delta}{f_0}=-\frac{2\pi nf_0\,\rho h}{2f_0m_q}\frac{\bar u}{u_0}
\quad\Rightarrow\quad
\delta=-nf_0\,\frac{\rho h}{m_q}\,\frac{\bar u}{u_0}.
\label{master}
\end{equation}

A rigid film has $\bar u=u_0$, which gives the Sauerbrey shift
\begin{equation}
\Delta f_S=-nf_0\,\frac{\rho h}{m_q}.
\label{sauer}
\end{equation}
The monitor inverts this relation and reports
\begin{equation}
h_S=-\frac{m_q\,\Delta f}{nf_0\,\rho}.
\end{equation}
The crystal therefore senses mass weighted by how far that mass moves. The reading is a thickness only if the weight is one.

\section{How a soft film moves}

\textbf{Q.} Why should a soft film give too large a reading? I would have expected its outer part to be left behind, so that the crystal feels less mass.

\textbf{A.} In an elastic film thinner than a quarter of its shear wavelength, the outer part swings in the same direction as the crystal surface, and further. In harmonic motion the acceleration is $-\omega^2u$, so the force on the outer part must point back towards its rest position. That force comes from the material beneath, through shear. An elastic layer pulls the outer part back only if the outer part is displaced further than the inner part.

Now calculate the profile. Let the film have complex shear modulus $G=G'+iG''$, with $G''>0$ for loss in the convention $e^{i\omega t}$. Then
\begin{equation}
Gu''=-\omega^2\rho u,\qquad k=\omega\sqrt{\rho/G},\qquad
u(z)=u_0\,\frac{\cos[k(h-z)]}{\cos(kh)},
\end{equation}
where the cosine satisfies $u'(h)=0$. The outer face moves by $u_0/\cos(kh)$. The mean is
\begin{equation}
\frac{\bar u}{u_0}=\frac{1}{h\cos(kh)}\int_0^h\cos[k(h-z)]\,dz
=\frac{1}{h\cos(kh)}\,\frac{\sin(kh)}{k}=\frac{\tan(kh)}{kh}.
\label{mean}
\end{equation}
Equation (\ref{master}) becomes
\begin{equation}
\Delta f+i\,\Delta\Gamma=\Delta f_S\,\frac{\tan(kh)}{kh}.
\label{result}
\end{equation}

The shift is now complex. Since $e^{2\pi i(f+i\Gamma)t}=e^{2\pi ift}e^{-2\pi\Gamma t}$, a positive $\Gamma$ means that the amplitude decays, at the rate $2\pi\Gamma$, and $\Gamma$ itself is the half-bandwidth of the resonance in hertz. The dissipation factor is $D=2\Gamma/f$. For a lossless crystal $\Gamma=\Delta\Gamma$.

\textbf{Q.} Does this account for my $1.15\,\mu$m?

\textbf{A.} It can, although a difference in deposition rate between the crystal and the sample would also give such a discrepancy. Take a model film with round parameters: $\rho=1000$ kg/m$^3$ and $G=(2+i)$ MPa, on a plate with $f_0=5$ MHz and $m_q=0.875$ kg/m$^2$. A modulus of a few MPa at this frequency belongs to a rubbery film. For a glassy film, nearer $1$ GPa, shear is far too small to explain $15\%$, as the stiff film below shows. For $h=1\,\mu$m the mass ratio is $\rho h/m_q=10^{-3}/0.875=1.143\times10^{-3}$, so at $n=1$
\begin{equation}
\Delta f_S=-(5\times10^6)(1.143\times10^{-3})\ \text{Hz}\simeq-5714\ \text{Hz}.
\end{equation}
The film has $kh=0.647-0.153i$ and $\tan(kh)/(kh)=1.148-0.092i$. Equation (\ref{result}) then gives
\begin{equation}
\Delta f\simeq-6558\ \text{Hz},\qquad \Delta\Gamma\simeq526\ \text{Hz}.
\end{equation}

A direct finite-element solution for plate plus film, which does not use the tangent formula, gives $-6547$ Hz and $523$ Hz. The complex difference is about $0.2\%$ of the shift. It arises because (\ref{master}) uses $nf_0$ in place of the loaded frequency, both in the factor $\omega$ on the right of (\ref{match}) and, to a lesser extent, in the film's motion. The monitor would report
\begin{equation}
h_S=\frac{6547}{5714}\times1\,\mu\text{m}\simeq1.146\,\mu\text{m}.
\end{equation}
The outer face moves $1.23$ times as far as the interface. In a separate test with a heavier plate, which suppresses the mass-ratio error, the computed film motion agreed with (\ref{mean}), and so did the ratio of the true shift to the Sauerbrey shift.

\section{Two effects of one compliance}

\textbf{Q.} Which property of the film sets the thickness error, and which sets the dissipation?

\textbf{A.} The compliance $J=1/G=J'-iJ''$ separates them. Multiplying numerator and denominator by the complex conjugate of $G$,
\begin{equation}
J=\frac{G'-iG''}{|G|^2},\qquad J'=\frac{G'}{|G|^2},\qquad J''=\frac{G''}{|G|^2}.
\end{equation}
Since $(kh)^2=\omega^2\rho h^2J$ and $\tan x=x+x^3/3+2x^5/15+\dots$,
\begin{equation}
\frac{\tan(kh)}{kh}=1+\frac{\omega^2\rho h^2}{3}\,(J'-iJ'')+\frac{2(kh)^4}{15}+\dots
\end{equation}
Because $\Delta f_S$ is negative, the leading corrections are
\begin{equation}
\frac{h_S-h}{h}\simeq\frac{\omega^2\rho h^2J'}{3},\qquad
\frac{\Delta\Gamma}{|\Delta f_S|}\simeq\frac{\omega^2\rho h^2J''}{3}.
\label{thin}
\end{equation}
To leading order, the elastic compliance $J'$ falsifies the thickness, and the loss compliance $J''$ broadens the resonance. As $J\to0$ both corrections vanish, and the film's elastic constants drop out of the reading.

For the model film $J'=0.4$ MPa$^{-1}$ and $J''=0.2$ MPa$^{-1}$. At $1\,\mu$m, $\omega^2\rho h^2=0.987$ MPa, so the leading corrections are $0.987\times0.4/3=0.132$ and $0.987\times0.2/3=0.066$. The full factor has $0.148$ and $0.092$. Most of the difference comes from the next term, $2(kh)^4/15\simeq0.016-0.021i$. The expansion is thus a fair guide to the thickness error here, and a rougher one to the dissipation.

\textbf{Q.} What is the physical link between the imaginary part and lost energy?

\textbf{A.} With loss, the mean film motion lags behind the crystal surface, so $\operatorname{Im}(\bar u/u_0)<0$. The plate exerts the traction $-\sigma(0)=-\omega^2\rho h\bar u$ on the film, while the interface has velocity $i\omega u_0$. The mean power delivered per unit area is
\begin{align}
P&=\tfrac12\operatorname{Re}\!\left[-\omega^2\rho h\,\bar u\,(i\omega u_0)^*\right]
=\tfrac12\operatorname{Re}\!\left[i\omega^3\rho h\,\bar u\,u_0^*\right]\nonumber\\
&=-\tfrac12\,\omega^3\rho h\,|u_0|^2\operatorname{Im}(\bar u/u_0)>0 .
\end{align}
For a small load the energy per area is that of the plate. Its peak kinetic energy is $E=\tfrac12\omega^2\rho_q\int|u|^2dz=\tfrac14m_q\omega^2|u_0|^2$, since the squared cosine averages to one half. The loss per cycle divided by $2\pi E$ is
\begin{equation}
D=\frac{P}{\omega E}=-\frac{2\rho h}{m_q}\operatorname{Im}\frac{\bar u}{u_0},
\end{equation}
which is $2\Delta\Gamma/(nf_0)$ according to (\ref{master}). For the $1\,\mu$m film this gives $2(1.143\times10^{-3})(0.092)\simeq2.1\times10^{-4}$, in agreement with the eigenfrequency value of $209\times10^{-6}$. A rigid film moves in phase with the surface, so no net work is done on it.

\section{What a small dissipation proves}

\textbf{Q.} Then I can trust the Sauerbrey thickness whenever $D$ is small?

\textbf{A.} Not on that evidence alone. Dividing the two relations in (\ref{thin}) gives, for a thin film,
\begin{equation}
\frac{h_S-h}{h}\simeq\frac{J'}{J''}\,\frac{\Delta\Gamma}{|\Delta f_S|}
=\frac{G'}{G''}\,\frac{\Delta\Gamma}{|\Delta f_S|}.
\end{equation}
A small $\Delta\Gamma$ limits the thickness error only if the loss tangent $G''/G'$ is known not to be small. Compare three films, each $1\,\mu$m thick and of equal density:

\begin{itemize}
\item The soft film, $G=(2+i)$ MPa, has $h_S=1.146\,\mu$m and $D=209\times10^{-6}$.
\item A soft lossless film with the same $J'$, so $G=2.5$ MPa, has $h_S=1.154\,\mu$m and $D=0$.
\item A film a thousand times stiffer, $G=(2+i)$ GPa, has $h_S=0.999\,\mu$m and $D=0.15\times10^{-6}$.
\end{itemize}

The second film has no dissipation and a $15\%$ error. The third has the same loss tangent as the first, yet it hardly dissipates, because it hardly shears. In this model dissipation shows that the film deforms, but its absence does not show that the film is rigid.

\textbf{Q.} The stiff film reads $0.1\%$ low. Is that also a viscoelastic effect?

\textbf{A.} No, that is the finite mass ratio. Set $\bar u=u_0$ and $r=\rho h/m_q$ in (\ref{match}), and keep the loaded frequency in $\omega=2\pi(nf_0+\delta)$:
\begin{equation}
\frac{\pi\delta}{f_0}\simeq-\pi r\left(n+\frac{\delta}{f_0}\right)
\quad\Rightarrow\quad
\delta\simeq-\frac{nf_0\,r}{1+r}\simeq-nf_0\,r(1-r).
\end{equation}
The cubic term of the tangent changes $\delta$ by the relative amount $(n\pi r)^2/3$. This is only $4\times10^{-6}$ here at $n=1$, but it grows with the square of the overtone number. A rigid film therefore reads low by the fraction $r\simeq0.11\%$. The stiff film's remaining compliance adds back about $0.01\%$. This error concerns heavy films, soft or not, and has a different origin from the shear error.

\section{Using overtones}

\textbf{Q.} I measure both $\Delta f$ and $\Delta\Gamma$. Can I solve for the true thickness?

\textbf{A.} Not from one overtone without further knowledge. Even with $\rho$ known, there are two measured numbers and three unknowns: $h$, $J'$ and $J''$. A second overtone helps if $J$ is the same at both frequencies. Since $\omega\propto n$, (\ref{thin}) then says that the fractional thickness excess grows as $n^2$, and so does $\Delta\Gamma/|\Delta f_S|$. For a rigid film, $h_S$ is the same at every $n$ within the small-load law.

A soft film of true thickness $0.5\,\mu$m reads $0.517\,\mu$m at $n=1$ and $0.683\,\mu$m at $n=3$. This disagreement warns that the film shears, and it would do so without any dissipation. Write $h_S(n)=h+an^2$. Then $h_S(1)=h+a$ and $h_S(3)=h+9a$, and eliminating $a$ gives
\begin{equation}
h=\frac{9h_S(1)-h_S(3)}{8}=\frac{9(0.5166)-0.6830}{8}\,\mu\text{m}\simeq0.496\,\mu\text{m}.
\end{equation}
The error falls from $3.3\%$ to about $-0.8\%$.

It does not vanish, because at $n=3$ this film has $|kh|\simeq1$ and the $n^2$ law is strained: the excess grows by a factor of about $11$, not $9$. For a $0.1\,\mu$m film on the heavier plate the computed factors are $9.1$ for the thickness excess and $9.2$ for the relative dissipation, close to the leading law. If $J$ varies between the two frequencies, the extrapolation acquires an error that this model does not estimate.

\section{Growth at a steady rate}

\textbf{Q.} During a run with constant flux, the displayed rate climbs steadily. Can softness do that?

\textbf{A.} Yes. In the small-load law $h_S=\operatorname{Re}[\tan(kh)/k]$. At fixed $k$,
\begin{equation}
\frac{dh_S}{dh}=\operatorname{Re}\!\left[\frac1k\,\frac{k}{\cos^2(kh)}\right]
=\operatorname{Re}\frac{1}{\cos^2(kh)}.
\label{rate}
\end{equation}
New material lands on the outer face, whose relative amplitude is $1/\cos(kh)$. One factor of this amplitude increases the inertial force of the new layer. The other describes how strongly a force applied at the outer face acts on the interface. To see this, hold the interface fixed. The force then adds a displacement proportional to $\sin(kz)$, whose stress varies as $\cos(kz)$, so the added stress at the interface is $1/\cos(kh)$ times that at the outer face.

For the soft film (\ref{rate}) gives a displayed rate of $1.10$, $1.47$ and $2.16$ times the true rate at $0.5$, $1.0$ and $1.5\,\mu$m. On the actual plate the finite load lowers the last value to $2.15$. The rate error exceeds the thickness error: for small $kh$ it is $\operatorname{Re}(kh)^2$, three times the fractional error in $h_S$.

\textbf{Q.} Does the reading keep accelerating?

\textbf{A.} No. At $2.0\,\mu$m the reading is $2.94\,\mu$m, which is close to its maximum. There (\ref{rate}) gives a rate factor of $-0.22$, so in the small-load law the maximum has just been passed. On the actual plate the finite load shifts it slightly, to about $2.0\,\mu$m. At $2.58\,\mu$m the frequency shift is zero. At $3.0\,\mu$m the frequency has risen by $5.2$ kHz above that of the bare crystal, and the Sauerbrey conversion gives $-0.90\,\mu$m. The quality factor $1/D$ is only about $200$ at $2.0\,\mu$m and $180$ at $3.0\,\mu$m, so a real monitor may lose the resonance before it shows these readings.

To see why, write $kh=a-ib$ with $a,b>0$. Multiplying numerator and denominator of the tangent by $\cos(a+ib)$ and using the product formulas,
\begin{equation}
\tan(a-ib)=\frac{\sin2a-i\sinh2b}{\cos2a+\cosh2b}.
\end{equation}
Dividing by $a-ib$ means multiplying by $(a+ib)/(a^2+b^2)$, so
\begin{equation}
\operatorname{Re}\frac{\tan(kh)}{kh}=\frac{a\sin2a+b\sinh2b}{(a^2+b^2)(\cos2a+\cosh2b)}.
\end{equation}

Without loss, $b=0$ and the sign is that of $\sin2a$. It changes at $a=\pi/2$, where the film is a quarter wavelength thick and resonates on its own. There the lossless small-load formula diverges and fails. Just beyond, the mean film motion opposes that of the surface, and the film acts on the crystal as a spring rather than as a mass.

With loss, $b\sinh2b$ is positive, so the zero requires $\sin2a<0$ and lies beyond the quarter-wave point. Here $a=\pi/2$ at $1.571/0.647\simeq2.43\,\mu$m, and the zero indeed comes later. With strong loss there is no zero at all: for $G''\ge G'$ the term $b\sinh2b$ outweighs $a\sin2a$ and $h_S$ stays positive. The resonance also appears in the dissipation: $\Delta\Gamma$ is $12.6$ kHz at $2.0\,\mu$m, compared with $0.5$ kHz at $1.0\,\mu$m.

Since $h_S$ of the soft film rises and then falls back through zero, one reading can belong to two or more thicknesses. A display of $1.146\,\mu$m fits the $1\,\mu$m film, and also one of about $2.41\,\mu$m.

\section{Where the conversion is safe}

\textbf{Q.} How thin must a film be for Sauerbrey to serve?

\textbf{A.} For a tolerated fractional error $\varepsilon\ll1$ due to shear, (\ref{thin}) requires
\begin{equation}
h<\sqrt{\frac{3\varepsilon}{\omega^2\rho J'}} .
\end{equation}
This bound rests on the leading term of the expansion, so it holds only if $|kh|\ll1$ at that thickness, where $|kh|^2=3\varepsilon|J|/J'$. It fails for a film with $G''\gg G'$. With $|G|=2.24$ MPa, $G''/G'=30$, $\varepsilon=0.01$ and $n=1$ it allows $1.43\,\mu$m, where $|kh|\simeq0.95$ and the reading is about $9\%$ low. Using $|J|$ in place of $J'$ keeps $|kh|^2<3\varepsilon$ and is safe for any loss tangent. With $\varepsilon=0.01$ and $n=1$, the bound with $J'$ says that the soft film must stay below about $0.28\,\mu$m. For the film a thousand times stiffer, the limit is $\sqrt{1000}\simeq32$ times larger, about $8.7\,\mu$m. At that thickness the mass-ratio error is also about $1\%$, with the opposite sign, so shear is no longer the sole concern.

These estimates hold for a uniform film in vacuum that adheres without slip. A surrounding liquid would put a stress on the outer face, and the condition $\sigma(h)=0$, on which (\ref{newton}) and (\ref{mean}) rest, would have to be replaced. The main computed values are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Plate fundamental: 5.0 MHz
Plate density: 2500 kg/m^3
Plate shear speed: 3500 m/s
Plate thickness: 350.0 um
Plate areal mass: 0.8750 kg/m^2
Plate impedance: 8.7500e+06 kg/(m^2 s)
Film density: 1000 kg/m^3
Soft film G': 2.00 MPa
Soft film G'': 1.00 MPa
Soft film J': 0.400 1/MPa
Soft film J'': 0.200 1/MPa
Stiff film G': 2000 MPa
Stiff film G'': 1000 MPa
Lossless film G: 2.50 MPa
Soft film, true thickness 1 um, n = 1:
  mass ratio rho h/m_q: 1.143e-03
  kh: 0.6466 -0.1526 i
  (kh)^2/3: 0.1316 -0.0658 i
  tan(kh)/(kh): 1.1476 -0.0921 i
  outer/interface amplitude |1/cos(kh)|: 1.230
  Sauerbrey shift: -5714.3 Hz
  small-load df, dGamma: -6558.0, 526.0 Hz
Eigenproblem, 1 um films: df (Hz), dGamma (Hz), D (1e-6), h_S (um)
  soft: -6547.1, 522.604, 209.316, 1.1457
  stiff: -5708.5, 0.374, 0.150, 0.9990
  lossless: -6596.0, 0.000, 0.000, 1.1543
Soft series: h (um), df (Hz), dGamma (Hz), D (1e-6), h_S (um), rate
  (rate = small-load apparent growth rate / true growth rate)
  0.5, -2952.1, 50.8, 20.3, 0.517, 1.104
  1.0, -6547.1, 522.6, 209.3, 1.146, 1.475
  1.5, -11685.6, 2806.9, 1125.4, 2.045, 2.159
  2.0, -16805.5, 12605.3, 5059.1, 2.941, -0.224
  3.0, 5156.2, 14213.9, 5679.7, -0.902, -0.288
Soft film thickness with zero frequency shift: 2.583 um
Soft film, true thickness 0.5 um: n, df/n (Hz), dGamma/n (Hz), h_S (um)
  1, -2952.1, 50.8, 0.5166
  3, -3903.1, 945.0, 0.6830
Thin soft film, 0.1 um, heavy plate, n = 3 over n = 1:
  thickness-excess ratio: 9.121
  relative-dissipation ratio: 9.232
\end{verbatim}
